\section*{LO-phonon absorption at zero energy: bulk versus an ideal electron layer}

\section*{Question}

I am trying to compare how fast an electron at rest absorbs a longitudinal optical (LO) phonon in a bulk polar semiconductor and in an ideal electron layer of zero thickness. The phonons are the bulk ones in both cases, with angular frequency $\omega$ and occupation $N$, and the answers should be in terms of $\omega$, $N$ and the Fröhlich constant $\alpha$.

In bulk I see that the phonon must supply the whole final momentum, so its wavevector has a fixed length. In the layer I don't know what to do with the component $q_z$ normal to the plane. The electron cannot move along $z$, so I set $q_z=0$, but then the thickness of the crystal stays in my rate and the rate vanishes for a large crystal. What is the correct treatment, which rate is larger, and does the comparison survive in a quantum well of finite width?

\section*{Answer}

Setting $q_z=0$ is the faulty step. A layer that breaks translation symmetry along $z$ does not conserve momentum along $z$, so the electron can absorb a phonon of any $q_z$. You have to sum over all of them.

\subsection*{Assumptions and coupling}

Take the same isotropic parabolic mass $m$ in both systems, phonons without dispersion, empty final states, no screening by carriers, and weak coupling, so that the golden rule applies. Energies are measured from the band edge in bulk and from the subband edge in the layer. An electron at zero energy cannot emit a phonon, because it has no energy to give. Define
\begin{equation}
q_0=\sqrt{\frac{2m\omega}{\hbar}},\quad
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},\quad
\alpha=\frac{e^2\kappa}{4\pi\varepsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega}} .
\end{equation}
Here $\varepsilon_\infty$ and $\varepsilon_s$ are the relative permittivities above the phonon frequency and at zero frequency. An electron with energy $\hbar\omega$ has wavevector $q_0$.

The strength of the coupling follows from electrostatics. Write the interaction of a charge at $\mathbf r$ with the phonons as $\sum_{\mathbf q}(M_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.})$. For two static charges put $\rho=e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2}$. Completing the square for one mode gives
\begin{align}
&\hbar\omega a^\dagger a+M\rho a+M^*\rho^*a^\dagger\notag\\
&=\hbar\omega\Big(a^\dagger+\frac{M\rho}{\hbar\omega}\Big)
\Big(a+\frac{M^*\rho^*}{\hbar\omega}\Big)-\frac{|M|^2|\rho|^2}{\hbar\omega}.
\end{align}
The shifted operators obey the same commutation rule, so the last term is the energy shift. Since $|\rho|^2=2+2\cos(\mathbf q\cdot\mathbf R)$ with $\mathbf R=\mathbf r_1-\mathbf r_2$, the part that depends on the separation is $-2|M|^2\cos(\mathbf q\cdot\mathbf R)/\hbar\omega$.

With the ions held fixed, the charges interact through $\varepsilon_\infty$; when the ions relax, through $\varepsilon_s$. The phonons must supply the difference:
\begin{equation}
\frac{e^2}{4\pi\varepsilon_0R}\Big(\frac1{\varepsilon_s}-\frac1{\varepsilon_\infty}\Big)
=-\frac{e^2\kappa}{\varepsilon_0V}\sum_{\mathbf q}\frac{\cos(\mathbf q\cdot\mathbf R)}{q^2},
\end{equation}
where $V$ is the crystal volume. Comparing the two expressions mode by mode,
\begin{equation}
|M_{\mathbf q}|^2=\frac{e^2\hbar\omega\kappa}{2\varepsilon_0Vq^2}
=\frac{4\pi\alpha(\hbar\omega)^2}{q_0Vq^2}.
\label{coupling}
\end{equation}
The second form follows because $\alpha/q_0$ contains $\sqrt{m/(2\hbar\omega)}\sqrt{\hbar/(2m\omega)}=1/(2\omega)$.

\subsection*{One integral for both systems}

Absorption from a mode with $N$ quanta has squared matrix element $N|M_{\mathbf q}|^2$. In bulk the final electron wavevector is $\mathbf q$. In the layer the density along $z$ is $\delta(z)$, so the matrix element of $e^{iq_zz}$ is $1$ for every $q_z$, and the final electron wavevector is the in-plane part $\mathbf q_\parallel$. Processes with different $q_z$ remove different phonons and lead to different final states. Their probabilities add, not their amplitudes.

Let $s$ be $|\mathbf q|$ in bulk and $|\mathbf q_\parallel|$ in the layer. The golden rule gives
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}N\frac{V}{(2\pi)^3}\int d^3q\,|M_{\mathbf q}|^2\,
\delta\Big(\frac{\hbar^2s^2}{2m}-\hbar\omega\Big).
\end{equation}
Because $\hbar^2/(2m)=\hbar\omega/q_0^2$, the delta function equals $(q_0^2/\hbar\omega)\,\delta(s^2-q_0^2)$. Inserting Eq.~\eqref{coupling} and collecting factors, with $2\pi\cdot4\pi/(2\pi)^3=1/\pi$,
\begin{equation}
\Gamma=\frac{\alpha\omega Nq_0}{\pi}\int d^3q\,\frac{\delta(s^2-q_0^2)}{q^2}.
\label{master}
\end{equation}
The crystal volume has cancelled in both cases.

In bulk the allowed phonons lie on a sphere. The factor $q^2$ of the volume element cancels the $1/q^2$ of the coupling, and $\int_0^\infty dq\,\delta(q^2-q_0^2)=1/(2q_0)$:
\begin{equation}
\Gamma_{3}=\frac{\alpha\omega Nq_0}{\pi}\,\frac{4\pi}{2q_0}=2\alpha\omega N.
\end{equation}

In the layer they lie on an infinite cylinder of radius $q_0$. Now $\int_0^\infty q_\parallel dq_\parallel\,\delta(q_\parallel^2-q_0^2)=1/2$, and therefore
\begin{align}
\Gamma_{2}&=\frac{\alpha\omega Nq_0}{\pi}\,2\pi\cdot\frac12
\int_{-\infty}^{\infty}\frac{dq_z}{q_0^2+q_z^2}\notag\\
&=\frac{\alpha\omega Nq_0}{\pi}\,\pi\,\frac{\pi}{q_0}=\pi\alpha\omega N .
\end{align}
The layer rate is larger by the factor $\pi/2\approx1.57$.

Your version replaces the $q_z$ integral by a single mode, which has weight $2\pi/L_z$ in a crystal of thickness $L_z$. It gives $2\pi\alpha\omega N/(q_0L_z)$. This is the contribution of one mode out of a continuum, which is why it vanishes as $L_z$ grows.

The factor $\pi/2$ has a geometrical reading. The delta function gives equal weight, $1/(2q_0)$, to each unit of area on the sphere and on the cylinder. The part of the cylinder with $|q_z|<q_0$ has area $2\pi q_0\cdot2q_0=4\pi q_0^2$, the same as the sphere. Its phonons have $q\ge q_0$ and couple more weakly, so this part contributes less than the bulk rate. Since
\begin{equation}
\int_{-q_0}^{q_0}\frac{dq_z}{q_0^2+q_z^2}=\frac{\pi}{2q_0},
\end{equation}
it supplies half of the layer rate, or $\pi/4$ of the bulk rate. The rest of the cylinder supplies another $\pi/4$. The layer wins because phonons of large $q_z$, which energy conservation forbids in bulk, are available to it.

\subsection*{Numbers, and a check without the delta function}

Take $m=0.07$ electron masses, $\hbar\omega=36$ meV, $\varepsilon_\infty=11$, $\varepsilon_s=13$ and $T=300$ K. These are rough round values in the regime of a III--V semiconductor quantum well, not data for a particular compound. They give $\kappa=1/11-1/13=0.0140$, $\alpha=0.0719$, $\omega=54.69$ rad/ps and $q_0=0.257$ nm$^{-1}$. With $k_BT=25.85$ meV,
\begin{equation}
N=\frac1{e^{36.0/25.85}-1}=0.331,
\end{equation}
and the rates are
\begin{align}
\Gamma_3&=2(0.0719)(54.69)(0.331)\ \text{ps}^{-1}\approx2.6\ \text{ps}^{-1},\\
\Gamma_2&=\pi(0.0719)(54.69)(0.331)\ \text{ps}^{-1}\approx4.1\ \text{ps}^{-1}.
\end{align}
The mean times before absorption are 0.38 ps and 0.24 ps, if nothing else moves the electron first.

The use of a delta function in the golden rule can be tested. Before the long-time limit is taken, first-order perturbation theory gives the transition probability
\begin{equation}
P(t)=\sum_{\mathbf q}\frac{N|M_{\mathbf q}|^2}{\hbar^2}
\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2},\quad
\Delta=\omega\Big(\frac{s^2}{q_0^2}-1\Big).
\end{equation}
Summed numerically for $s$ up to $6q_0$, its mean growth rate between $t=100/\omega$ and $200/\omega$ is 2.602 ps$^{-1}$ in bulk and 4.087 ps$^{-1}$ in the layer. The formulas give 2.601 and 4.086 ps$^{-1}$. At such times $P$ is no longer small for this $\alpha$; the sum serves to extract the coefficient linear in the coupling. The full numerical output follows below.

\subsection*{An electron that is not at rest}

Let the initial wavevector be $k$ and put $x=E/\hbar\omega=k^2/q_0^2$. The final wavevector $\mathbf p$ has length $k'=\sqrt{k^2+q_0^2}$, and the phonon supplies $\mathbf p-\mathbf k$. In bulk the integral in Eq.~\eqref{master} becomes
\begin{align}
I_3&=\frac{k'}2\,2\pi\int_{-1}^{1}\frac{d\mu}{k^2+k'^2-2kk'\mu}
=\frac{\pi}{k}\ln\frac{k'+k}{k'-k}\notag\\
&=\frac{2\pi}{k}\ln\frac{k'+k}{q_0}
=\frac{2\pi}{q_0}\,\frac{\operatorname{arsinh}\sqrt x}{\sqrt x}.
\end{align}
The second line uses $(k'+k)(k'-k)=q_0^2$.

In the layer the $q_z$ integral gives $\pi/|\mathbf p-\mathbf k|$, so that
\begin{equation}
I_2=\frac{\pi}{2k'}\int_0^{2\pi}\frac{d\theta}{|1-re^{i\theta}|},\qquad r=\frac{k}{k'}.
\end{equation}
Expand $(1-y)^{-1/2}=\sum_nc_ny^n$ with $c_n=\binom{2n}{n}/4^n$. Writing $1/|1-re^{i\theta}|$ as the product of the series for $y=re^{i\theta}$ and $y=re^{-i\theta}$, the angular integral keeps equal powers and equals $2\pi\sum_nc_n^2r^{2n}$. The same sum appears in
\begin{equation}
\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-r^2\sin^2\varphi}}
=\frac{\pi}{2}\sum_nc_n^2r^{2n},
\end{equation}
because $\int_0^{\pi/2}\sin^{2n}\varphi\,d\varphi=\pi c_n/2$. The angular integral is thus four times this one. Using $k'^2-k^2\sin^2\varphi=q_0^2+k^2\cos^2\varphi$ and then $\varphi\to\pi/2-\varphi$,
\begin{equation}
I_2=\frac{2\pi}{q_0}K(-x),\quad
K(-x)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1+x\sin^2\varphi}} .
\end{equation}

Relative to zero energy, the bulk rate carries the factor $\operatorname{arsinh}(\sqrt x)/\sqrt x=1-x/6+\dots$ and the layer rate the factor $(2/\pi)K(-x)=1-x/4+\dots$. Both tend to 1, so the zero-energy results are smooth limits. At $E=k_BT$, where $x=0.718$, the factors are 0.908 and 0.869. The ratio falls from 1.57 to $1.57\times0.869/0.908=1.50$. Above $E=\hbar\omega$ emission opens as well and has to be added to the total scattering rate.

\subsection*{A well of finite width}

Let the electron have density $\rho(z)$ along $z$. The factor 1 for each $q_z$ is replaced by $|G(q_z)|^2$ with $G=\int\rho(z)e^{iq_zz}dz$. From
\begin{equation}
\int_{-\infty}^{\infty}dq_z\,\frac{e^{iq_z(z-z')}}{q_0^2+q_z^2}
=\frac{\pi}{q_0}e^{-q_0|z-z'|}
\end{equation}
the rate at zero energy within the subband becomes
\begin{equation}
\Gamma=\pi\alpha\omega N\,F,\quad
F=\iint\rho(z)\rho(z')e^{-q_0|z-z'|}dz\,dz'.
\end{equation}
Since the exponential is at most 1, spreading the electron along $z$ reduces the rate within the subband: the form factor suppresses the phonons of large $q_z$ that gave the layer its advantage.

For the lowest state of a hard-wall well of width $L$, put $\zeta=z/L$, with density $2\sin^2\pi\zeta$. To first order $F=1-q_0\langle|z-z'|\rangle$. A point $\zeta$ lies between two independent positions with probability $2C(1-C)$, where $C=\zeta-\sin(2\pi\zeta)/2\pi$ is the cumulative density. Hence
\begin{align}
\frac{\langle|z-z'|\rangle}{L}&=2\int_0^1C(1-C)\,d\zeta\notag\\
&=2\Big(\frac16-\frac1{2\pi^2}-\frac1{8\pi^2}\Big)
=\frac13-\frac5{4\pi^2}=0.207 .
\end{align}
The three terms come from $\zeta(1-\zeta)$, from the cross term and from the squared sine.

At $L=10$ nm, $q_0L=2.57$, and the linear formula would give 0.47. The full double integral gives $F=0.629$, so this well lies outside the linear regime. Its rate is $0.629\times4.09\approx2.6$ ps$^{-1}$, or 0.99 of the bulk rate. With one final subband open, the two rates are equal when $F=2/\pi$, which for hard walls and these parameters happens at $L\approx9.7$ nm. That agreement is a crossing, not an approach to the bulk limit.

For $q_0L\gg1$ the exponential acts as $(2/q_0)\delta(z-z')$. The contribution of the lowest subband then falls as $(2/q_0L)\int_0^1 4\sin^4(\pi\zeta)\,d\zeta=3/(q_0L)$. By then other final subbands count too. The second opens when $3\hbar^2\pi^2/(2mL^2)=\hbar\omega$, that is at $q_0L=\sqrt3\,\pi$, or about 21 nm here (about 18 nm with barriers of 200 to 300 meV instead of hard walls). The total rate then jumps past the bulk value: it is 0.67 of the bulk rate at 21.0 nm and 1.47 of it at 21.3 nm. At 10 nm the hard-wall spacing is 161 meV, far above 36 meV, and one subband suffices. Finite barriers of 200 to 300 meV, with the same mass throughout, reduce the spacing to 84--95 meV, which is still large enough, and lower $F$ from 0.629 to 0.54--0.56.

\subsection*{What a real well changes}

For the 10 nm well of the example, zero thickness is the assumption that fails most clearly among those sized here: it overstates the rate by the factor $1/0.629\approx1.6$ for hard walls, and by about 1.8 for the finite barriers above. The other corrections below are each taken alone, for the zero-thickness layer at zero initial energy.

\emph{Carriers.} A sheet density of $10^{11}$ cm$^{-2}$ at 300 K fills the final state with probability 0.034, and blocking lowers the rate by 3.4\%. The carriers also screen. A total potential energy $\phi$ of in-plane wavevector $q$, with the carriers' own contribution included, induces the density $-(dn/d\mu)\phi$, where $n$ is the sheet density and $\mu$ the chemical potential. That density adds $-(q_s/q)\phi$ to the bare potential energy $\phi_0$, so $\phi=\phi_0-(q_s/q)\phi$, with $q_s=e^2(dn/d\mu)/(2\varepsilon_0\varepsilon_\infty)$. The total is the bare value divided by $1+q_s/q$, and the rate is multiplied by
\begin{equation}
\Big(1+\frac{q_s}{q_0}\Big)^{-2}=\Big(1+\frac{0.0298}{0.257}\Big)^{-2}=0.80 .
\end{equation}
This static, long-wavelength estimate overstates the effect. The linear response of free carriers at wavevector $q_0$ and frequency $\omega$ gives a factor of about 0.90 instead.

\emph{Band shape.} In a two-band model with gap $E_g$, $E(E+E_g)=P^2q^2$ with $P^2=\hbar\omega E_g/q_0^2$, which reproduces the mass $m$ at the edge. The final state overlaps the pure conduction state at $q=0$ with probability $(E+E_g)/(2E+E_g)$. The radial delta function gives $1/E'(q)=(2E+E_g)/(2P^2q)$ instead of $q_0/(2\hbar\omega)$. At $E=\hbar\omega$ the product, relative to the parabolic case, is
\begin{equation}
\frac{\hbar\omega(\hbar\omega+E_g)}{q_0P^2q}=\sqrt{1+\frac{\hbar\omega}{E_g}} .
\end{equation}
For $E_g=1.4$ eV this is 1.013, an increase of 1.3\% in both systems.

\emph{Weak coupling.} The layer rate corresponds to $\hbar\Gamma_2=2.7$ meV, or 0.075 of the phonon energy. The final state is broader. Just above $E=\hbar\omega$ the electron can emit a phonon at the rate $\pi\alpha\omega(N+1)$, which corresponds to 10.8 meV, or 0.30 of the phonon energy. Absorption of a further phonon, at the rate $\pi\alpha\omega N\,(2/\pi)K(-1)$, adds 2.2 meV and brings the total to 13.1 meV, or 0.36 of the phonon energy. The final energy is therefore only roughly defined, and the golden-rule rate is a leading-order estimate whose correction I have not computed.

\emph{Temperature.} At 77 K, with the other parameters held fixed, $N=0.0044$ and the rates drop to 35 ns$^{-1}$ in bulk and 55 ns$^{-1}$ in the layer. The ratio stays $\pi/2$ because $N$ is common to both.

The barriers of a real well also change the phonons themselves, producing confined and interface modes. The premise of bulk phonons excludes them, and I have not estimated their effect; it can matter when a measured rate is to be reproduced. The ratio $\pi/2$ is thus a property of the ideal layer. With bulk phonons, a hard-wall well approaches it when $q_0L\ll1$, but a well with finite barriers does not: as it narrows, the electron spreads into the barriers and $F$ falls again. For barriers of 200 and 300 meV and the parameters above, $F$ peaks at about 0.64 and 0.68, at widths of 3 to 4 nm. The rate within the subband then reaches only about 1.0 and 1.1 times the bulk rate.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass = 0.07 electron masses
phonon energy = 36.0 meV
high-frequency permittivity = 11.0 (relative)
static permittivity = 13.0 (relative)
temperature = 300 K
kappa = 0.01399 (dimensionless)
alpha = 0.0719 (dimensionless)
omega = 54.69 rad/ps
phonon occupation N = 0.3306 (dimensionless)
q0 = 0.2572 1/nm
bulk rate, formula = 2.601 1/ps
bulk rate, time growth = 2.602 1/ps
layer rate, formula = 4.086 1/ps
layer rate, time growth = 4.087 1/ps
layer/bulk ratio, time growth = 1.5708
layer/bulk ratio, formula = 1.5708
bulk mean time before absorption = 0.384 ps
layer mean time before absorption = 0.245 ps
layer share from |q_z| < q0 = 0.500
thermal energy kT = 25.85 meV
kT / phonon energy = 0.718
bulk rate factor at E = kT: 0.908
layer rate factor at E = kT: 0.869
well width = 10.0 nm
q0 times well width = 2.572 (dimensionless)
finite-width factor F = 0.629 (dimensionless)
mean separation / width = 0.2067
finite-width layer rate = 2.568 1/ps
finite-width layer/bulk ratio = 0.987
width for equal rates = 9.69 nm
first subband spacing = 161.2 meV
two-band gap = 1.40 eV
two-band rate factor = 1.0128 (dimensionless)
sheet density = 1.0e+11 cm^-2
chemical potential from subband edge = -50.6 meV
final-state occupation = 0.0339
static screening wavevector = 0.0298 1/nm
static screening rate factor = 0.803
layer hbar*rate = 2.69 meV
layer hbar*rate / phonon energy = 0.075
cold temperature = 77 K
cold phonon occupation = 0.00442 (dimensionless)
cold bulk rate = 34.8 1/ns
cold layer rate = 54.7 1/ns
\end{verbatim}
